# Reading the K matrix for 2/5, 2/3 and Halperin 331

**Question**

I have three two-component fractional quantum Hall states, each with charge vector $t=(1,1)^T$:

$$
K_{2/5}=\begin{pmatrix}3&2\\2&3\end{pmatrix},\qquad
K_{2/3}=\begin{pmatrix}1&2\\2&1\end{pmatrix},\qquad
K_{331}=\begin{pmatrix}3&1\\1&3\end{pmatrix}.
$$

I must find the filling, quasiparticle charges and statistics, torus degeneracy and edge directions. I can invert a matrix, but I don't see why the inverse answers these questions. Two things bother me. The second determinant is negative, so what would it count? And for 331 I find a smallest charge of $1/4$, so I expected four torus ground states, but the determinant is 8. What am I missing?

**Answer**

The inverse of $K$ tells you how many electrons of each component are displaced by an excitation. Charge and statistics both follow from that. The torus degeneracy counts classes of excitations, and charge alone need not distinguish all of them: it does for 2/5 and 2/3, but not for 331.

I use atomic units, with the sign of the electron charge and the factor $1/c$ absorbed into the vector potential. Then $B=1/\ell_B^2>0$, and a flux quantum is $2\pi$. The bulk is assumed gapped and clean.

**Filling and charge**

Start with a Halperin wavefunction, where $K_{IJ}$ is the power of $z_i-z_j$ for electrons in components $I$ and $J$. A quasihole at $\xi$ with integer vector $l$ multiplies it by $(z_i-\xi)^{l_I}$ for each electron $i$ of component $I$. Write $|\Psi|^2=e^{-\Phi}$. At the mean-field level, $\Phi$ gives an electron of component $I$ the potential

$$
\varphi_I(\mathbf r)=\frac{r^2}{2\ell_B^2}
-2\sum_JK_{IJ}\int d^2r'\,n_J(\mathbf r')\ln|\mathbf r-\mathbf r'|
-2l_I\ln|\mathbf r-\boldsymbol\xi| .
$$

If this classical plasma screens, $\varphi_I$ is constant in the interior after coarse graining. Taking its Laplacian, with $\nabla^2r^2=4$ and $\nabla^2\ln r=2\pi\delta^2(\mathbf r)$, gives

$$
0=\frac{2}{\ell_B^2}-4\pi(Kn)_I-4\pi l_I\delta^2(\mathbf r-\boldsymbol\xi),
$$

$$
Kn=\frac{B}{2\pi}t-l\,\delta^2(\mathbf r-\boldsymbol\xi). \tag{1}
$$

This argument fails for $K_{2/3}$: its eigenvalue for opposite density changes in the two components is negative, so that plasma is unstable. The effective theory that defines the phase for either sign is

$$
\mathcal L=-\frac{1}{4\pi}K_{IJ}\,\epsilon^{\mu\nu\lambda}a^I_\mu\partial_\nu a^J_\lambda
+\frac{1}{2\pi}t_I\,\epsilon^{\mu\nu\lambda}A_\mu\partial_\nu a^I_\lambda
-l_Ia^I_\mu j^\mu .
$$

Here $n_I=(\nabla\times a^I)/2\pi$ is the electron density, and $j$ is the excitation current. Varying $a_0^I$ gives $-(Kn)_I+t_IB/2\pi-l_Ij^0=0$, which is (1) again.

The uniform part of (1) is $n=K^{-1}t\,B/2\pi$. Dividing the total density by the flux density $B/2\pi$ gives

$$
\nu=t^TK^{-1}t .
$$

The localized part gives $\delta N=-K^{-1}l$. Since the electron charge is $-1$, the excitation has charge

$$
Q=t^TK^{-1}l .
$$

Positive $Q$ means missing electrons. For one component with $K=3$, these formulas give the Laughlin values $\nu=1/3$ and $Q=1/3$.

All three matrices have the form $\begin{pmatrix}a&b\\b&a\end{pmatrix}$, with eigenvalues $a\pm b$ on $(1,\pm1)$. Since $K^{-1}t=t/(a+b)$,

$$
\nu=\frac{2}{a+b},\qquad Q=\frac{l_1+l_2}{a+b}.
$$

The sums $a+b=5,3,4$ give $\nu=2/5,2/3,1/2$ and smallest nonzero charges $1/5,1/3,1/4$.

For a magnetic length of 80 Å, the area per flux quantum is $2\pi(80\ \text{Å})^2\simeq4.02\times10^4\ \text{Å}^2$. Dividing $\nu$ by this area gives densities of $0.99$, $1.66$ and $1.24\times10^{-5}\ \text{Å}^{-2}$, in the order 2/5, 2/3, 331.

Screening can be checked by sampling the 331 wavefunction. With a quasihole $l=(1,0)$, equation (1) predicts electron-number changes $(-3/8,+1/8)$ in the two layers. The sampled changes are $-0.370\pm0.005$ and $0.125\pm0.005$, where the errors are one statistical standard error. These numbers are for 14 electrons per layer, counted inside radii averaged from 360 to 520 Å. Droplet size and counting radius shift them by more than the statistical error: 11 electrons per layer give about $-0.39$ and $0.14$ for the same radii, and $-0.43$ and $0.13$ for radii from 200 to 320 Å. The second layer moves towards the hole, which reduces the total missing charge to $1/4$.

**Statistics**

Move a quasihole $l$ counterclockwise around a loop. Let $Z=\langle\Psi|\Psi\rangle$ be the norm of the holomorphic wavefunction. For the normalized state $\psi=\Psi/\sqrt Z$,

$$
\gamma=i\oint\langle\psi|d\psi\rangle
=i\oint d\xi\,\langle\partial_\xi\ln\Psi\rangle-\frac{i}{2}\oint d\ln Z .
$$

The last integral vanishes because $Z$ is single valued. From the quasihole factors,

$$
\partial_\xi\ln\Psi=\sum_i\frac{l_{I(i)}}{\xi-z_i}.
$$

The moving hole's own depletion is symmetric about $\xi$, so its average of $1/(\xi-z)$ is zero by angular integration. This assumes that other holes and the edge are far away. For each background electron inside the loop, $\oint d\xi/(\xi-z)=2\pi i$; an electron outside gives zero. Thus

$$
\gamma=-2\pi\,l^TN^0,
$$

where $N^0$ counts enclosed electrons without the moving hole. Putting another excitation $l'$ inside changes $N^0$ by $-K^{-1}l'$, so the extra phase is

$$
\Delta\gamma=2\pi\,l^TK^{-1}l' . \tag{2}
$$

The distinction in $N^0$ matters. For a filled Landau level and a loop of radius 400 Å, the numerical phase is $-12.50$ times $2\pi$, and the background count is 12.50. Counting with the moving hole present would give 12.04. A fixed second hole inside changes the phase to $-11.50$ times $2\pi$, as (2) requires for $K=1$.

For an exchange, place identical holes at $\xi$ and $-\xi$, and rotate the pair by $\pi$. The depletion of one hole, seen from the other, acts as $-K^{-1}l$ electrons at distance $2\xi$. Each hole therefore contributes

$$
i\,(-l^TK^{-1}l)\int\frac{d\xi}{2\xi}
=i\,(-l^TK^{-1}l)\,\frac{i\pi}{2}
=\frac{\pi}{2}\,l^TK^{-1}l .
$$

Adding both holes gives

$$
\theta=\pi\,l^TK^{-1}l .
$$

The wavefunction returns to itself because its factor $(z-\xi)(z+\xi)$ is symmetric, so there is no extra sign.

The effective theory gives the same phases when $K$ has a negative eigenvalue. An excitation $l'$ carries gauge flux $2\pi\,\delta N=-2\pi K^{-1}l'$. The coupling $-l\cdot a$ then gives a circling excitation the phase $+2\pi l^TK^{-1}l'$. At the solution, the quadratic term cancels half of the source term, but the mutual source term occurs twice, once for each excitation. The result is (2), and half a turn gives $\theta$.

Splitting $l$ into its $(1,1)$ and $(1,-1)$ parts gives, for our matrices,

$$
\frac{\theta}{\pi}=\frac{(l_1+l_2)^2}{2(a+b)}+\frac{(l_1-l_2)^2}{2(a-b)} .
$$

For $l=(1,0)$ this is

$$
\frac1{10}+\frac12=\frac35,\qquad
\frac16-\frac12=-\frac13,\qquad
\frac18+\frac14=\frac38,
$$

for 2/5, 2/3 and 331. The vector $(0,1)$ gives the same values. For $(1,1)$, the charges are $2/5,2/3,1/2$, and $\theta/\pi$ has these same three values.

**Which excitations are made of electrons?**

Removing an electron of component $I$ leaves factors $(z_j-\xi)^{K_{IJ}}$, so it corresponds to column $I$ of $K$. An excitation made by adding and removing electrons therefore has $l=Kx$ with integer $x$. Equivalently, $K^{-1}l$ is an integer vector. By (2), its phase around any other excitation is a multiple of $2\pi$.

Attaching such a vector $Kx$ to an excitation $l$ gives $\theta=\pi(l+Kx)^TK^{-1}(l+Kx)$. Expanding this, and using the symmetry of $K$, shows that $\theta$ changes by $2\pi x^Tl+\pi x^TKx$. Since the diagonal entries of $K$ are odd, $x^TKx$ has the parity of $x_1+x_2$. Attaching an odd number of electrons therefore shifts $\theta$ by $\pi$, modulo $2\pi$.

Now take the neutral vector $(1,-1)$, for which $K^{-1}l=(1,-1)/(a-b)$:

- For 2/5, this is $(1,-1)$, with $\theta=2\pi$. The excitation transfers an electron between components.
- For 2/3, it is $(-1,1)$, with $\theta=-2\pi$. This is also an electron transfer.
- For 331, it is $(1/2,-1/2)$, with $\theta=\pi$. This is a neutral fermion that electrons alone cannot make.

**Torus degeneracy**

On a torus of sides $L_1,L_2$, keep the spatially constant fields and define $\alpha_i^I=L_ia_i^I$. Since $\epsilon^{i0j}=-\epsilon^{0ij}$, the first term of $\mathcal L$ becomes

$$
L=\frac{1}{4\pi}K_{IJ}\left(\alpha_1^I\dot\alpha_2^J-\alpha_2^I\dot\alpha_1^J\right)
\simeq\frac{1}{2\pi}K_{IJ}\,\alpha_1^I\dot\alpha_2^J ,
$$

up to a total time derivative. The momentum conjugate to $\alpha_2^J$ is $K_{JI}\alpha_1^I/2\pi$, so

$$
[\alpha_1^I,\alpha_2^J]=-2\pi i\,(K^{-1})_{IJ}.
$$

Carrying an excitation around one cycle is represented by $W_x(l)=e^{il\cdot\alpha_1}$ or $W_y(l')=e^{il'\cdot\alpha_2}$. From $e^Xe^Y=e^Ye^Xe^{[X,Y]}$ for a commutator that is a number,

$$
W_x(l)W_y(l')=e^{2\pi i\,l^TK^{-1}l'}\,W_y(l')W_x(l).
$$

Loops with $l=Kx$ commute with all the others, and the electron boundary conditions fix them as numbers. Start from a joint eigenstate of the $W_x$. Acting with $W_y(l')$ multiplies the eigenvalue of $W_x(l)$ by $e^{2\pi i l^TK^{-1}l'}$. Two vectors $l'$ give the same eigenvalues for every $l$ precisely when they differ by $Kx$. There is therefore one ground state per class of integer vectors modulo the columns of $K$. The columns span a cell of area $|\det K|$, which contains that many classes:

$$
|\det K|=5,\quad3,\quad8 .
$$

So the absolute value does the counting. In 331, charge modulo one electron has four values, and each value has two classes that differ by the neutral fermion. That is why you need 8 states instead of 4.

Diagonalizing small torus systems gives these three counts. The interactions are short-range pseudopotentials of strength 0.001 eV, and the gaps are about 0.28, 0.51 and 0.27 meV. The systems are 4 electrons in 10 flux quanta, 6 in 9 and 4 in 8, on square tori. These are finite-system gaps of chosen models and are not converged in size: the 2/3 gap is 0.70, 0.51 and 0.36 meV for 4, 6 and 8 electrons, and the 331 gap falls to 0.25 meV for 6 electrons, while the counts stay 3 and 8. The first calculation uses the two-component singlet 332 state, which has the same $K$ and $t$ as the polarized 2/5 state; $K$ does not specify spin polarization. The 2/3 calculation uses polarized electrons.

The 331 count is the most demanding. Elementary magnetic translations of all electrons along the two directions commute up to $e^{2\pi i\nu}$, which alone forces degeneracies of at least 5, 3 and 2. The other factor of four in 331 is not forced by this symmetry.

**Edge directions**

Let the liquid fill $y>0$. With $a_0=0$, the constraint $\nabla\times a=0$ for fluctuations gives $a_i=\partial_i\phi$. The Chern–Simons term becomes a total derivative,

$$
\frac{K_{IJ}}{4\pi}\left[\partial_y(\partial_x\phi_I\,\dot\phi_J)-\partial_x(\partial_y\phi_I\,\dot\phi_J)\right],
$$

and its lower boundary contributes a minus sign. Adding the energy of edge density fluctuations, with a positive definite matrix $V$, gives

$$
S=-\frac{1}{4\pi}\int dt\,dx\left(K_{IJ}\partial_t\phi_I\partial_x\phi_J
+V_{IJ}\partial_x\phi_I\partial_x\phi_J\right).
$$

Variation gives $\partial_x(K\partial_t\phi+V\partial_x\phi)=0$. For a wave $\phi=u\,f(x-vt)$,

$$
(V-vK)u=0 .
$$

Put $u=V^{-1/2}w$ and multiply by $V^{-1/2}$:

$$
V^{-1/2}KV^{-1/2}w=\frac1v\,w .
$$

The matrix on the left is real and symmetric, so $v$ is real. As $V$ is deformed to the identity through positive matrices, no eigenvalue can cross zero, because $\det K\ne0$. The signs of the velocities are therefore the signs of the eigenvalues of $K$:

- 2/5: eigenvalues 5 and 1, two forward modes.
- 2/3: eigenvalues 3 and $-1$, one forward and one backward.
- 331: eigenvalues 4 and 2, two forward modes.

"Forward" means $+x$ here; reversing the field reverses all directions. If the edge reconstructs by splitting off a strip of liquid with matrix $K'$, the two boundaries of the strip enter the action with opposite signs, as $K'$ and $-K'$. This adds opposite pairs of modes, which changes the separate numbers but not their difference.

The speeds depend on $V$. Choose $V_{11}=V_{22}=1.0$ and $V_{12}=0.4$ eV Å. The vectors $(1,\pm1)$ then solve the edge equation, with

$$
\hbar v_\pm=\frac{V_{11}\pm V_{12}}{a\pm b}.
$$

For 2/3, the charged mode has $\hbar v_+=1.4/3\simeq0.47$ eV Å, and the neutral one has $\hbar v_-=0.6/(-1)=-0.60$ eV Å. The corresponding pairs are $(0.28,0.60)$ eV Å for 2/5 and $(0.35,0.30)$ eV Å for 331. These speeds follow from the chosen $V$ and are not values for a real sample. With unequal diagonal entries in $V$, charged and neutral motion mix, but the directions remain as long as $V$ is positive definite.

**What the negative eigenvalue means**

For 2/3, change the integer basis by $a=Wa'$:

$$
W=\begin{pmatrix}1&2\\0&-1\end{pmatrix},\qquad
W^TKW=\begin{pmatrix}1&0\\0&-3\end{pmatrix},\qquad
W^Tt=\begin{pmatrix}1\\1\end{pmatrix}.
$$

Since $\det W=-1$, the inverse of $W$ is also an integer matrix, and the set of allowed excitations is unchanged. The filling now reads $1-1/3$: these are the $K$ and $t$ of a filled Landau level containing a Laughlin state of holes. That picture is literal for the polarized 2/3 state; any state with $K_{2/3}$ and $t=(1,1)^T$ shares its charges, statistics, degeneracy and edge directions. The excitation $l=(0,1)$ becomes $W^Tl=(0,-1)$, which belongs to the hole liquid. It has charge $1/3$ and $\theta=-\pi/3$. The hole liquid thus supplies the reversed exchange phase, the backward edge mode and the negative determinant.

## Computed values

```
magnetic length = 80.0 angstrom
pseudopotential = 0.0010 eV
edge V11 = V22 = 1.00, V12 = 0.40 eV angstrom
state 2/5: K = [[3, 2], [2, 3]], det K = 5
  filling = 2/5, smallest charge = 1/5 e
  electron density = 9.9472e-06 angstrom^-2
  l=(1, 0): charge 1/5 e, theta/pi 3/5, local False
  l=(0, 1): charge 1/5 e, theta/pi 3/5, local False
  l=(1, 1): charge 2/5 e, theta/pi 2/5, local False
  l=(1, -1): charge 0 e, theta/pi 2, local True
  edge modes: 2 forward, 0 backward
  hbar*v: charged 0.2800, neutral 0.6000 eV angstrom
  torus: 4 electrons, 10 flux quanta
  torus ground states = 5, gap = 2.805e-04 eV
state 2/3: K = [[1, 2], [2, 1]], det K = -3
  filling = 2/3, smallest charge = 1/3 e
  electron density = 1.6579e-05 angstrom^-2
  l=(1, 0): charge 1/3 e, theta/pi -1/3, local False
  l=(0, 1): charge 1/3 e, theta/pi -1/3, local False
  l=(1, 1): charge 2/3 e, theta/pi 2/3, local False
  l=(1, -1): charge 0 e, theta/pi -2, local True
  edge modes: 1 forward, 1 backward
  hbar*v: charged 0.4667, neutral -0.6000 eV angstrom
  torus: 6 electrons, 9 flux quanta
  torus ground states = 3, gap = 5.116e-04 eV
state 331: K = [[3, 1], [1, 3]], det K = 8
  filling = 1/2, smallest charge = 1/4 e
  electron density = 1.2434e-05 angstrom^-2
  l=(1, 0): charge 1/4 e, theta/pi 3/8, local False
  l=(0, 1): charge 1/4 e, theta/pi 3/8, local False
  l=(1, 1): charge 1/2 e, theta/pi 1/2, local False
  l=(1, -1): charge 0 e, theta/pi 1, local False
  edge modes: 2 forward, 0 backward
  hbar*v: charged 0.3500, neutral 0.3000 eV angstrom
  torus: 4 electrons, 8 flux quanta
  torus ground states = 8, gap = 2.745e-04 eV
2/3 in hole basis: K = [[1, 0], [0, -3]], t = [1, 1]
331 sampling: 14 electrons per layer
counting radii = 360 to 520 angstrom
331 sampled filling = 0.4982
layer 1 electron change = -0.370 +- 0.005, predicted -0.375
layer 2 electron change = 0.125 +- 0.005, predicted 0.125
331 sampled quasihole charge = 0.245 +- 0.006 e
Berry test: 45 electrons, filled level, loop radius 400 angstrom
fixed holes inside = 0: Berry phase/(2 pi) = -12.5000, background count = 12.5000
fixed holes inside = 1: Berry phase/(2 pi) = -11.5000, background count = 11.5000
count with the moving hole present = 12.0401
```
